# Two-Band Kane Wells: Energy-Dependent Mass and the Eliminated Valence Component

## 1. A uniform material

Take one semiconductor with conduction edge at energy 0 and valence edge at \(-E_g\), with motion along \(z\) and no in-plane momentum. A conduction envelope \(f\) and a light-hole envelope \(g\) are coupled by a real interband velocity \(w\):

\[
w\,p\,g=E f,\qquad w\,p\,f-E_g\,g=E g,\qquad p=-i\hbar\,\frac{d}{dz}.
\]

For plane waves \(f=Fe^{ikz}\), \(g=\Gamma e^{ikz}\), and with \(a=\hbar w\), these become \(ak\Gamma=EF\) and \(akF=(E+E_g)\Gamma\). Eliminating \(\Gamma\) gives

\[
E(E+E_g)=a^2k^2 .
\]

This has the form \(E=\hbar^2k^2/2m(E)\) with \(m(E)=(E+E_g)/(2w^2)\). One band with an energy-dependent mass therefore reproduces the dispersion. It does not reproduce the states. At a given \(k\neq0\) there are two energies, \(E_+>0\) and \(E_-<-E_g\), and both have the same function \(e^{ikz}\) as conduction envelope. Those envelopes cannot be orthogonal.

The component ratios are \(r_\pm=\Gamma/F=ak/(E_\pm+E_g)\). The quadratic equation gives \(E_++E_-=-E_g\) and \(E_+E_-=-a^2k^2\), so \((E_++E_g)(E_-+E_g)=(-E_-)(-E_+)=-a^2k^2\). Hence \(r_+r_-=-1\), and the full scalar product, proportional to \(1+r_+r_-\), vanishes. The valence component restores orthogonality.

Its share of the norm in a conduction state is

\[
\frac{r_+^2}{1+r_+^2}=\frac{a^2k^2}{(E+E_g)^2+a^2k^2}=\frac{E}{2E+E_g},
\]

where the last step uses \(a^2k^2=E(E+E_g)\).

## 2. Reduction in a heterostructure

Let the edges \(E_c(z)\) and \(E_v(z)\) vary, and let \(w\) be the same in all layers. The equations are

\[
E_cf+w\,p\,g=Ef,\qquad w\,p\,f+E_vg=Eg .
\]

Where \(E\neq E_v(z)\), the second gives \(g=w\,p f/(E-E_v)\). Inserting this in the first, and keeping \(p\) to the left of the position-dependent factor, gives

\[
\left[p\,\frac{1}{2m(E,z)}\,p+E_c(z)\right]f=Ef,\qquad
m(E,z)=\frac{E-E_v(z)}{2w^2}.
\]

No approximation has been made within the two-band model. The elimination breaks down at a point where \(E=E_v(z)\). For the conduction states below, \(E>E_v\) everywhere and the mass is positive.

Bound states can be made real by writing \(g=-iG\). Then \(w\,p\,g=w(-i\hbar)(-i)G'=-aG'\). Multiplying the second equation by \(i\) gives the real pair

\[
E_cf-aG'=Ef,\qquad af'+E_vG=EG,\qquad G=\frac{af'}{E-E_v}. \tag{1}
\]

Integrate (1) across an abrupt interface. The edges are finite, so \(f\) and \(G\) are continuous. Define

\[
A(E,z)=\frac{\hbar^2}{2m(E,z)}=\frac{a^2}{E-E_v(z)} .
\]

Since \(aG=Af'\), the matching conditions are continuity of \(f\) and of \(f'/m(E,z)\).

For a well of width \(L\), with \(E_c=0\) inside and \(E_c=V\) outside, a bound level has \(k^2=E/A_w\) and \(\kappa^2=(V-E)/A_b\), where \(w\) and \(b\) label well and barrier. Even states are \(\cos kz\) inside and decay as \(e^{-\kappa|z|}\) outside. Odd states have \(\sin kz\) inside. Matching \(Af'/f\) at \(z=L/2\) gives

\[
A_wk\tan\frac{kL}{2}=A_b\kappa\ \ \text{(even)},\qquad
-A_wk\cot\frac{kL}{2}=A_b\kappa\ \ \text{(odd)}.
\]

## 3. Orthogonality

The reduced operator depends on its own eigenvalue, so two levels are eigenfunctions of two different operators. Write the reduced equation as \(-(A_nf_n')'+E_cf_n=E_nf_n\), multiply by \(f_m\) and integrate by parts. Subtracting the same expression with \(m\) and \(n\) exchanged gives

\[
(E_n-E_m)\int f_mf_n\,dz=\int(A_n-A_m)f_m'f_n'\,dz .
\]

From the definition of \(A\),

\[
A_n-A_m=-\frac{(E_n-E_m)\,a^2}{(E_n-E_v)(E_m-E_v)} .
\]

For \(E_n\neq E_m\), division by the energy difference and use of (1) give

\[
\int(f_mf_n+G_mG_n)\,dz=0 .
\]

The term missing from the overlap of the conduction envelopes is the overlap of the valence envelopes. In a symmetric well, states of opposite parity have zero \(f\) overlap anyway. States 1 and 3 have no such protection.

## 4. Normalization

The two-component Hamiltonian conserves \(\int(|f|^2+|g|^2)dz\). The integral of \(|f|^2\) alone is not conserved: in a superposition of states 1 and 3, their nonzero \(f\) overlap makes it oscillate at angular frequency \((E_3-E_1)/\hbar\). The normalization is therefore

\[
\int f^2dz+\int\frac{a^2f'^2}{(E-E_v)^2}dz=1 .
\]

Because \(\partial A/\partial E=-a^2/(E-E_v)^2\), this can be written with the reduced operator \(H_{\rm eff}(E)\) as

\[
\langle f|\,1-\partial H_{\rm eff}/\partial E\,|f\rangle=1 .
\]

The second term, the valence weight \(W_v=\int G^2dz\), also has an energetic meaning. If \(E_v\) is raised by \(\delta\) in every layer at fixed \(w\) and \(E_c\), first-order perturbation theory gives \(dE/d\delta=W_v\).

A bound on \(W_v\) follows from (1). Multiply its first equation by \(f\), integrate by parts, and use \(af'=(E-E_v)G\):

\[
\int(E-E_c)f^2dz=a\int f'G\,dz=\int(E-E_v)G^2dz .
\]

Suppose that the barrier has the higher conduction edge and the lower valence edge. The left side is then at most \(E(1-W_v)\), and the right side is at least \((E+E_g)W_v\), with \(E_g\) the well gap. Hence \(W_v\le E/(2E+E_g)\). Penetration into the barrier lowers the valence weight below that of the uniform material at the same energy.

## 5. Position matrix elements

The dipole length is \(z_{mn}=\int z(f_mf_n+G_mG_n)dz\). Substituting (1) for \(E_nf_n\), \(E_nG_n\) and their partners gives

\[
(E_n-E_m)(f_mf_n+G_mG_n)=a\frac{d}{dz}(G_mf_n-f_mG_n).
\]

Multiply by \(z\) and integrate by parts; the boundary terms vanish for bound states. Then

\[
z_{mn}=\frac{a}{E_m-E_n}\int(G_mf_n-f_mG_n)\,dz .
\]

With \(G=af'/(E-E_v)\), this needs \(f\) and its derivative, but the eliminated component is still present through \(G\).

The integral \(\int zf_mf_n\,dz\) alone has a further defect. Moving the origin by \(d\) changes it by \(-d\int f_mf_n\,dz\). An orthogonal pair gives no such change.

## 6. The sum rules

The Hamiltonian is linear in \(p\), with the Pauli matrix \(\sigma_x\) joining the two components. Since \([p,z]=-i\hbar\),

\[
[H,z]=-i\hbar w\,\sigma_x,\qquad [z,[H,z]]=0 .
\]

Expanding the double commutator gives \(2zHz-z^2H-Hz^2\). Take its expectation value in state \(i\) and insert a complete set of two-component states:

\[
\sum_n(E_n-E_i)|z_{ni}|^2=0 . \tag{2}
\]

The total is zero, not \(\hbar^2/2m\). Conduction states above \(i\) contribute positively and valence states negatively. If the free-electron term \(p^2/2m_0\) is added to both diagonal entries, then \([z,[p^2/2m_0,z]]=\hbar^2/m_0\), and the right side of (2) becomes \(\hbar^2/2m_0\). The true free mass appears, not the band mass.

A second rule follows from \(\sigma_x^2=1\), in the model without the free-electron term:

\[
\sum_n(E_n-E_i)^2|z_{ni}|^2=\langle i|[H,z]^\dagger[H,z]|i\rangle=a^2. \tag{3}
\]

For the well of Section 4 without applied field, no state lies in \(-E_g<E<0\). There \(A>0\) and \(E_c-E>0\), while the reduced equation requires

\[
\int Af'^2dz+\int(E_c-E)f^2dz=0 .
\]

This forces \(f=0\), and then (1) forces \(G=0\). Every valence state therefore lies at least \(E_i+E_g\) below a conduction state \(i\).

Let \(S_c\) be the conduction part of (2), and \(S_v\) the magnitude of the valence part, so that \(S_c=S_v\). Rule (3) gives \((E_i+E_g)S_v\le a^2\), hence

\[
S_c\le\frac{a^2}{E_i+E_g}=\frac{\hbar^2}{2m_w(E_i)} .
\]

The familiar effective-mass value, taken with the well mass at the level, is thus an upper bound on the conduction sum in this two-band model with a common \(w\) and the edge order of Section 4.

**Wide-gap limit.** Let both gaps grow at fixed band offsets, fixed well width and fixed well edge mass \(m\), so that the level energies tend to finite limits. Then \(a^2=\hbar^2E_g/2m\) grows, the barrier mass approaches \(m\), and \(W_v\to0\). The conduction states become those of \(p^2/2m+E_c\), for which \(S_c=\hbar^2/2m\). By (2), \(S_v\) has the same limit. Yet (3) gives \(\sum_v|z_{vi}|^2\le a^2/(E_i+E_g)^2\to0\). The valence dipoles vanish, but the growing energy differences keep their contribution to the sum finite.

## 7. A 9 nm well

Take \(L=9.0\) nm, \(V=0.52\) eV, gaps of 0.74 eV (well) and 1.46 eV (barrier), and a well edge mass of \(0.043\,m_0\). The valence edges are at \(-0.74\) and \(0.52-1.46=-0.94\) eV. With \(\hbar^2/2m_0=0.03810\) eV nm²,

\[
a=\sqrt{\frac{0.03810}{0.043}\times0.74}=0.8097\ \text{eV nm}.
\]

A common \(w\) makes the barrier edge mass \(0.043\times1.46/0.74=0.0848\,m_0\). The matching conditions have three solutions with \(0<E<V\); two more, at \(-781\) and \(-888\) meV, are bound valence levels. The conduction levels are:

| Level | \(E\) (meV) | \(m_w(E)/m_0\) | \(W_v\) |
|---|---|---|---|
| 1 | 57.9 | 0.0464 | 0.049 |
| 2 | 201.7 | 0.0547 | 0.134 |
| 3 | 383.1 | 0.0653 | 0.189 |

Holding both masses at their edge values instead gives 55.0, 223.2 and 485.2 meV. The energy-dependent mass lowers levels 2 and 3 but raises level 1. Two changes compete. The well mass is heavier than at the edge, which lowers the kinetic term. The barrier mass at a level below \(V\) is lighter than at the barrier edge, which raises it. For level 1 the barrier mass is \(0.0848\times(0.058+0.94)/1.46=0.058\,m_0\), and the barrier effect wins.

The valence weights, found by integration, agree with the finite-difference response of the levels to a valence-edge shift. For level 1, the bound of Section 4 is \(0.0579/(0.1157+0.74)=0.068\), above the actual 0.049.

States 1 and 3 have \(f\) overlap \(-0.0319\) and \(G\) overlap \(+0.0319\), which cancel. For the 1–2 transition, both forms of the dipole give \(|z_{12}|=2.105\) nm. With \(f\) alone, renormalized to one, the result is 2.167 nm, or 2.9% higher. The corresponding strength is

\[
\frac{(E_2-E_1)|z_{12}|^2}{\hbar^2/2m_0}=\frac{0.1438\times2.105^2}{0.03810}=16.7 .
\]

For the sums, the two-component Hamiltonian was diagonalized in a 49 nm box, with \(f\) and \(G\) on interleaved grids. In the same free-mass units, conduction states contribute \(+17.28\) from level 1 and valence states \(-17.28\). The small residual total falls from \(-0.0109\) to \(-0.0027\) when the spacing is halved from 0.2 to 0.1 nm, as expected for a second-order grid error, and extrapolates to zero. With the free-electron term the extrapolated total is 1.000.

The bound for level 1 is \(m_0/m_w(E_1)=21.6\), so the conduction sum reaches 80% of it. Separately renormalized \(f\) functions give 20.3 in this box and grid, and 20.2 with exact continuum states; either value is about 17% above the correct conduction sum. That number lies closer to the effective-mass value, but it is not a sum over orthogonal states.

A field of 0.05 MV/cm breaks parity and produces an \(f\) overlap of 0.0046 between states 1 and 2. Moving the origin by 20 nm then changes the \(f\)-only dipole from 2.157 to 2.064 nm, in agreement with \(20\times0.0046=0.09\) nm. The two-component dipole stays at 2.096 nm.

## 8. Comparison with a real well

The parameters are rough room-temperature values for an InGaAs well between InAlAs barriers, lattice matched to InP, a material pair used in mid-infrared intersubband devices. The model's transition energy, \(E_2-E_1=143.8\) meV, corresponds to a wavelength of about 8.6 µm. Its barrier mass is somewhat heavy: a rough independent value of \(0.075\,m_0\) raises the transition by 1.8 meV if \(w\) is changed in the barrier and \(f\) and \(f'/m\) are kept continuous. With \(w\) varying, the result depends on the operator ordering: the symmetric form \((wp+pw)/2\) gives no shift and the reverse ordering gives \(-1.8\) meV. Raising the barrier valence edge at common \(w\) gives \(+2.1\) meV. Only the scale, about 2 meV, is meaningful. A split-off band 0.35 eV below the valence edge, at fixed well edge mass, raises it by 2.4 meV. The free-electron term at fixed \(w\) raises it by 7.1 meV, or 5%; readjusting \(w\) to keep the edge mass reduces this to about 3.3 meV. With this term on both diagonals the lower branch bends upward and re-enters the gap near \(k=21\) nm⁻¹, just beyond the reach of the 0.1 nm grid. Finer grids therefore contain spurious short-wavelength states in the gap, and the shift moves by about 0.1 meV between grids. In-plane motion with energy \(k_BT=25.9\) meV in level 1 lowers it by about 6 meV. If in-plane motion enters the reduced operator as \(Ak_\parallel^2\) and the interface term proportional to \(k_\parallel\,dA/dz\) is dropped (it changes the masses below by less than 0.5%), first-order perturbation theory shows that the in-plane curvature of a level is \(dE/dk_\parallel^2=\int Af^2dz\) with the normalization of Section 4, which gives in-plane masses of about \(0.049\,m_0\) and \(0.064\,m_0\) for levels 1 and 2. The simpler estimate from the ratio of the well masses \(m_w(E)\), about 4 meV in the numerical output, omits the factor \(1-W_v\) and the barrier mass and is too small. Real devices are also doped. A sheet density of \(5\times10^{11}\) cm⁻², spread evenly over the well with the donors outside it and a relative permittivity of 13.9, bends the band by about 7 meV between centre and edge, which is a scale for the disturbance and not the transition shift itself. At this density the measured resonance is also a collective one: the depolarization shift raises it above \(E_2-E_1\) by about 4 meV with permittivity 13.9, or nearly 5 meV with a high-frequency value of 11.6. The exchange (exciton-like) correction, about \(-2\) meV in a local-density estimate, offsets part of this. Together these estimates put the uncertainty of the transition energy at the level of several meV, before uncertainties in the band offset and layer width. At 300 K the Boltzmann factor of level 2 relative to level 1 is 0.004. At the sheet density above, the Fermi level lies about 11 meV above level 1 and level 2 has the heavier in-plane mass, so the population ratio is nearer 0.008. At 0.05 MV/cm the barrier top on the downhill side lies about 0.30 eV above level 2, so the forbidden path is about \(0.30/0.005=60\) nm long. For a barrier at least that thick, the estimated tunnelling factor is \(e^{-60}\) and escape is negligible. A thinner barrier needs a separate estimate.

The remaining values are in the numerical output.

## Calculated quantities

```
well width 9.0 nm; conduction step 0.52 eV
gaps: well 0.74, barrier 1.46 eV
valence edges: -0.74, -0.94 eV
edge masses: 0.043, 0.0848 m0
hbar*w = 0.8097 eV nm; w = 1.230e+06 m/s
hbar^2/(2 m0) = 0.03810 eV nm^2
level 1: two-band E = 57.86 meV
  well mass m(E) = 0.04636 m0
  valence weight = 0.04915
  edge-shift response dE/dEv = 0.04915
level 2: two-band E = 201.69 meV
  well mass m(E) = 0.05472 m0
  valence weight = 0.13402
  edge-shift response dE/dEv = 0.13402
level 3: two-band E = 383.06 meV
  well mass m(E) = 0.06526 m0
  valence weight = 0.18875
  edge-shift response dE/dEv = 0.18875
constant-mass levels: 54.97, 223.15, 485.20 meV
E2-E1 = 143.83 meV
overlap 1-3: f part -0.031897, G part 0.031897
|z12| both components, length form = 2.1053 nm
|z12| velocity form = 2.1053 nm
|z12| f alone, renormalized = 2.1666 nm
oscillator strengths from level 1, free-mass units:
  1->2: 16.728
  all conduction: 17.278
  all valence: -17.280
  total, grid 0.2 nm: -0.01092
  total, grid 0.1 nm: -0.00273
  total, extrapolated: -0.000000
  f alone, conduction: 20.266
  total with free-electron term: 0.99999
level 1: conduction sum 17.278, bound m0/m(E) 21.569
level 2: conduction sum 9.008, bound m0/m(E) 18.274
level 3: conduction sum 5.231, bound m0/m(E) 15.324
squared-energy sum 0.65556; a^2 0.65567 eV^2 nm^2
field 0.050 MV/cm: f overlap 1-2 0.00462
  origin moved by 20 nm; |z12| before, after:
  both 2.0963, 2.0963 nm
  f alone 2.1568, 2.0643 nm
neglected effects, change of E2-E1 unless named:
  free-electron term, same w: 7.11 meV
  split-off band at 0.35 eV: 2.37 meV
  barrier mass 0.075 m0: 1.84 meV
  in-plane energy kT=25.9 meV: -3.95 meV
  charge 5e+11 cm^-2, eps_r 13.9: band bending 7.32 meV
  Boltzmann factor of level 2 at 300 K: 3.83e-03
  tunnelling exponent of level 2 in the field: 60.0
```
